# Why p1/2–p1/2 bonds are weak: dilution, pi opposition and promotion: test program

```python
# Result under test: two p1/2 spinors couple with t = (Vs + 2 Vp)/3.
# A-B is 1/3 sigma bonding and 2/3 pi antibonding in the pure p1/2 limit.
# Vs, Vp: sigma and pi couplings <pA|h|pB> for parallel orbital axes (eV).
# zeta: strength of the atomic term zeta l.s (eV); p1/2 at -zeta.
# D = -2 zeta - 2 E_min: two-electron bond energy of the orbital model,
# for |Vp| < Vs/2: D = Vs + Vp - 3 zeta/2 + Q,
# Q = sqrt((Vs-Vp)^2 - (Vs-Vp) zeta + 9 zeta^2/4).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto

# Orbital angular momentum in the basis px, py, pz, and spin one half
orbital_l = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    orbital_l[i, j, k] = -1j
    orbital_l[i, k, j] = 1j
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], complex)
l_dot_s = sum(np.kron(orbital_l[k], pauli[k] / 2) for k in range(3))
unit2 = np.eye(2)
ls_values, ls_vectors = np.linalg.eigh(l_dot_s)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])
p_half = ls_vectors[:, :2]
project_32 = ls_vectors[:, 2:] @ ls_vectors[:, 2:].conj().T
project_z = np.kron(np.diag([0, 0, 1]), unit2)
minus = np.array([[1, -1], [-1, 1]]) / 2     # projector on A-B


def solve(v_sigma, v_pi, zeta):
    """Ground Kramers pair of the full 12 x 12 two-centre matrix."""
    coupling = np.kron(np.diag([v_pi, v_pi, v_sigma]), unit2)
    hop = np.kron(np.array([[0, 1], [1, 0]]), coupling)
    energy, vectors = np.linalg.eigh(hop + np.kron(np.eye(2), zeta * l_dot_s))
    pair = vectors[:, :2]

    def mean(op):
        return np.trace(pair.conj().T @ op @ pair).real / 2
    return dict(D=-2 * zeta - 2 * energy[0],
                gerade=mean(np.kron(minus, np.eye(6))),
                sigma=mean(np.kron(minus, project_z)),
                p32=mean(np.kron(np.eye(2), project_32)),
                gain=-2 * mean(hop))


v_sigma, v_pi = 1.6, -0.4
delta = v_sigma - v_pi
t_half = (v_sigma + 2 * v_pi) / 3
hartree_ev = const.value('Hartree energy in eV')

# Explicit m = 1/2 spinor, and its weights after forming A-B and A+B
p_plus = -np.array([1, 1j, 0]) / np.sqrt(2)
p_zero = np.array([0, 0, 1])
spinor = (-np.sqrt(1 / 3) * np.kron(p_zero, [1, 0])
          + np.sqrt(2 / 3) * np.kron(p_plus, [0, 1]))
assert np.allclose(l_dot_s @ spinor, -spinor)
weight_sigma = np.trace(p_half.conj().T @ project_z @ p_half).real / 2
assert abs(weight_sigma - 1 / 3) < 1e-12

# The p1/2 coupling is the same for every direction of the bond
rng = np.random.default_rng(4)
for _ in range(5):
    axis = rng.normal(size=3)
    axis /= np.linalg.norm(axis)
    v_matrix = v_pi * np.eye(3) + delta * np.outer(axis, axis)
    block = p_half.conj().T @ np.kron(v_matrix, unit2) @ p_half
    assert np.allclose(block, t_half * unit2, atol=1e-12)

# Closed formulas against the full matrix
for zeta in np.linspace(0.01, 12, 80):
    r = solve(v_sigma, v_pi, zeta)
    root = np.sqrt(delta**2 - delta * zeta + 9 * zeta**2 / 4)
    assert abs(r['D'] - (v_sigma + v_pi - 1.5 * zeta + root)) < 1e-10
    assert abs(r['sigma'] - (1 + (delta - zeta / 2) / root) / 2) < 1e-9
    assert abs(r['p32'] - (1 - (1.5 * zeta - delta / 3) / root) / 2) < 1e-9
    assert abs(r['gain'] - 3 * zeta * r['p32'] - r['D']) < 1e-9
    assert abs(r['gerade'] - 1) < 1e-9
scan = [solve(v_sigma, v_pi, z)['D'] for z in np.linspace(0, 12, 100)]
assert np.all(np.diff(scan) < 0)

# Strong-coupling expansion: the remainder must fall as 1/zeta^2
rest = [solve(v_sigma, v_pi, z)['D'] - 2 * t_half
        - 8 * delta**2 / (27 * z) for z in (200.0, 400.0)]
assert 3.8 < rest[0] / rest[1] < 4.2

# Spin-orbit strength that halves the bond energy
zeta_half = brentq(lambda z: solve(v_sigma, v_pi, z)['D'] - v_sigma, 0.1, 9)
assert abs(zeta_half - v_sigma * (v_sigma - 2 * v_pi)
           / (v_sigma - 4 * v_pi)) < 1e-9

print('Model: V_sigma = %.2f eV, V_pi = %.2f eV' % (v_sigma, v_pi))
print('p1/2 sigma weight %.4f, pi weight %.4f'
      % (weight_sigma, 1 - weight_sigma))
print('p1/2 coupling t = %.4f eV' % t_half)
print('Energies in eV; weights are fractions')
print('  zeta  splitting     D   sigma   p3/2    gain    cost')
for zeta in (0.0, 0.25, 0.5, 1.0, 2.0, 4.0, 8.0):
    r = solve(v_sigma, v_pi, zeta)
    print('%6.2f %8.3f %8.4f %7.4f %7.4f %7.4f %7.4f'
          % (zeta, 1.5 * zeta, r['D'], r['sigma'], r['p32'],
             r['gain'], 3 * zeta * r['p32']))
d_zero = solve(v_sigma, v_pi, 0.0)['D']
print('D at zeta = 0: %.4f eV = %.5f hartree' % (d_zero, d_zero / hartree_ev))
print('D limit 2t: %.4f eV = %.5f hartree'
      % (2 * t_half, 2 * t_half / hartree_ev))
print('Ratio of limit to D at zeta = 0: %.4f' % (2 * t_half / d_zero))
print('D halved at zeta = %.4f eV, splitting %.4f eV'
      % (zeta_half, 1.5 * zeta_half))

# Dilution alone (no pi coupling), partial and full cancellation, reversal
zeta_strong = 1.0e5
print('Strong coupling, zeta = %.0f eV, V_sigma = %.2f eV'
      % (zeta_strong, v_sigma))
print('|V_pi|/V_sigma   D (eV)   D/(2 V_sigma)   weight of A-B')
for ratio in (0.0, 0.25, 0.5, 0.6):
    r = solve(v_sigma, -ratio * v_sigma, zeta_strong)
    expected = 2 * abs(v_sigma * (1 - 2 * ratio)) / 3
    # remainder of order delta^2/zeta is about 2e-5 eV
    assert abs(r['D'] - expected) < 5e-5
    if ratio == 0.5:
        shown = 'degenerate'
    else:
        assert abs(r['gerade'] - (1 if ratio < 0.5 else 0)) < 1e-6
        shown = '%.3f' % abs(r['gerade'])
    print('%8.2f %14.4f %12.4f %16s'
          % (ratio, r['D'], r['D'] / (2 * v_sigma), shown))

# Independent two-centre spinor integrals over p Gaussians
exponent, distance = 0.15, 3.0               # bohr^-2, angstrom
bohr = const.value('Bohr radius') * 1e10
mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, distance / bohr)]],
            unit='Bohr', basis={'H': [[1, [exponent, 1.0]]]}, verbose=0)
spinor_norm = mol.intor('int1e_ovlp_spinor')[0, 0].real
for scalar_name, spinor_name, factor in (
        ('int1e_ovlp_sph', 'int1e_ovlp_spinor', 1),
        ('int1e_nuc_sph', 'int1e_nuc_spinor', 1),
        ('int1e_kin_sph', 'int1e_spsp_spinor', 2)):
    scalar = factor * mol.intor(scalar_name)
    block = mol.intor(spinor_name)[:2, 6:8] / spinor_norm
    rule = (scalar[2, 5] + 2 * scalar[0, 3]) / 3
    assert np.allclose(block, rule * unit2, atol=1e-9)
overlap = mol.intor('int1e_ovlp_sph')
overlap_half = mol.intor('int1e_ovlp_spinor')[0, 6].real / spinor_norm
x = exponent * (distance / bohr)**2
assert abs(overlap[2, 5] - (1 - x) * np.exp(-x / 2)) < 1e-9
assert abs(overlap[0, 3] - np.exp(-x / 2)) < 1e-9
print('Gaussian p shells: exponent %.2f bohr^-2, distance %.1f angstrom'
      % (exponent, distance))
print('Overlap pz-pz: %.4f' % overlap[2, 5])
print('Overlap px-px: %.4f' % overlap[0, 3])
print('Overlap p1/2-p1/2: %.4f' % overlap_half)
print('Size ratio p1/2 to pz: %.4f' % abs(overlap_half / overlap[2, 5]))
print('all good')
```

Printed output:

```
Model: V_sigma = 1.60 eV, V_pi = -0.40 eV
p1/2 sigma weight 0.3333, pi weight 0.6667
p1/2 coupling t = 0.2667 eV
Energies in eV; weights are fractions
  zeta  splitting     D   sigma   p3/2    gain    cost
  0.00    0.000   3.2000  1.0000  0.6667  3.2000  0.0000
  0.25    0.375   2.7330  0.9913  0.5764  3.1654  0.4323
  0.50    0.750   2.3375  0.9636  0.4779  3.0543  0.7169
  1.00    1.500   1.7616  0.8638  0.2979  2.6552  0.8937
  2.00    3.000   1.2000  0.6667  0.1111  1.8667  0.6667
  4.00    6.000   0.8569  0.5000  0.0286  1.2000  0.3431
  8.00   12.000   0.6891  0.4130  0.0068  0.8518  0.1627
D at zeta = 0: 3.2000 eV = 0.11760 hartree
D limit 2t: 0.5333 eV = 0.01960 hartree
Ratio of limit to D at zeta = 0: 0.1667
D halved at zeta = 1.2000 eV, splitting 1.8000 eV
Strong coupling, zeta = 100000 eV, V_sigma = 1.60 eV
|V_pi|/V_sigma   D (eV)   D/(2 V_sigma)   weight of A-B
    0.00         1.0667       0.3333            1.000
    0.25         0.5333       0.1667            1.000
    0.50         0.0000       0.0000       degenerate
    0.60         0.2134       0.0667            0.000
Gaussian p shells: exponent 0.15 bohr^-2, distance 3.0 angstrom
Overlap pz-pz: -0.3430
Overlap px-px: 0.0898
Overlap p1/2-p1/2: -0.0545
Size ratio p1/2 to pz: 0.1589
all good
```
